# Checkerboard ordering of bulky adsorbates by grand-canonical Monte Carlo

Suppose that a precursor molecule is so wide that it blocks the four sites next to its own. If the coverage is nevertheless computed from the Langmuir formula $z/(1+z)$, where $z$ is the activity, then $z=3.785$ gives 0.791. The true value in this model is below one half, because no more than every second site can be filled. Halving the Langmuir formula repairs the saturation value but gives a smooth curve, and so misses a phase transition: near $z=3.80$, at a coverage near 0.368, the molecules begin to prefer one of the two checkerboards. One way to locate that point is to combine a correct sampler with a way to read a sharp transition from small lattices. A second way uses the eigenvalues of a matrix and needs no random numbers.

## Four sites by hand

Put sites 1, 2, 3, 4 on a ring and forbid neighbours from being occupied together. A permitted state with $N$ molecules has weight $z^N$. There is one empty state, there are four states with one molecule, and two with a pair, $\{1,3\}$ and $\{2,4\}$. The sum of weights is

$$Z=1+4z+2z^2 .$$

Coverage $\theta$ is the mean number of molecules divided by the number of all sites:

$$\theta=\frac{1\cdot4z+2\cdot2z^2}{4Z}=\frac{z+z^2}{1+4z+2z^2}.$$

It tends to $z$ when $z$ is small and to $1/2$ when $z$ is large.

Call sites 1 and 3 sublattice A, and sites 2 and 4 sublattice B. Each site has all its neighbours on the other sublattice. The order parameter $m=(N_A-N_B)/2$ is $\pm\tfrac12$ for one molecule and $\pm1$ for a pair, so

$$\langle m^2\rangle=\frac{z+2z^2}{Z},\qquad \langle m^4\rangle=\frac{z/4+2z^2}{Z}.$$

The mean of $m$ itself is zero by symmetry, which is why even powers are used.

Now sample these states. Hold B fixed and redraw A. If B holds a molecule, both A sites are blocked and stay empty. If B is empty, the A sites do not touch each other, and each is filled independently with probability

$$P=\frac{z}{1+z},$$

since its two choices have weights $z$ and 1. Then hold A fixed and redraw B.

At $z=1$ the correctness can be seen by counting. All seven states should have probability $1/7$. Four of them have B empty, with total probability $4/7$. Redrawing A with $P=1/2$ spreads this evenly over the four A patterns, giving $1/7$ each. The other three states have A blocked and do not change. The distribution is therefore preserved.

## The sampler in general

Take an $L\times L$ square lattice with periodic edges and even $L$, so that the two sublattices match across the edges. Write a state as $(a,b)$, with $a$ the pattern on A and $b$ that on B. Given $b$, let $f$ A sites be free of occupied neighbours. Summing over their independent choices gives

$$\sum_a z^{N_A(a)+N_B(b)}=z^{N_B(b)}(1+z)^f .$$

Dividing one term by this sum gives the conditional probability

$$\pi(a|b)=\frac{z^{N_A(a)}}{(1+z)^f}
=P^{N_A(a)}(1-P)^{f-N_A(a)} .$$

This is independent filling of the free sites. If $(a,b)$ has the equilibrium distribution $\pi$ before A is redrawn, the probability of $(a',b)$ afterwards is

$$\sum_a\pi(a,b)\,\pi(a'|b)=\pi(b)\,\pi(a'|b)=\pi(a',b).$$

Equilibrium is preserved, and the same holds for redrawing B.

Every state can also be reached. One sweep can empty both sublattices with non-zero probability. From the empty lattice, the next sweep can draw any wanted $a$ and then any compatible $b$. The empty lattice can also repeat itself, so the chain has no fixed period and converges to $\pi$. Convergence may still be slow: deep in the ordered region, passing from one checkerboard to the other requires rare intermediate states.

The calculation runs $R=64$ independent lattices in the bits of 64-bit words. This needs random bits that equal 1 with probability $P=j/2^k$. Start from 0 and read the $k$ binary digits of $P$ from the lowest upwards, taking a fresh fair bit each time. For digit 1, combine by OR; for digit 0, by AND. If the old probability is $q$, the new one is

$$1-\tfrac12(1-q)=\frac{1+q}{2}\quad\text{for OR},\qquad \frac q2\quad\text{for AND}.$$

Both are (digit $+\,q)/2$, which places the digit in front of those already read. For $P=3/4$, binary 0.11, the sequence is $0\to1/2\to3/4$. The main runs use $P=405/512$, hence $z=P/(1-P)=405/107=3.785$.

The procedure is then:

1. Choose $L$ and $P$, and start each replica from a permitted state.
2. Redraw A and then B; repeat until the start is forgotten.
3. Continue, recording $N_A$ and $N_B$ at intervals.
4. Form averages, and reweight them to nearby activities.
5. Compare two lattice sizes to locate the transition.

For step 4, a state drawn at $z$ has its weight changed by $z'^N/z^N$ at activity $z'$. Therefore

$$\langle O\rangle_{z'}=\frac{\sum_i O_i(z'/z)^{N_i}}{\sum_i(z'/z)^{N_i}},$$

where $i$ labels recorded states. This works as long as the important values of $N$ at $z'$ were visited at $z$.

On the $4\times4$ lattice all 743 permitted states can be listed. At $z=3.785$ they give $\theta=0.3872$ and $\langle m^2\rangle=0.6110$, while sampling gives $0.3872\pm0.0004$ and $0.6108\pm0.0012$.

## Reading a transition from finite lattices

In general $m=2(N_A-N_B)/L^2$, so a perfect checkerboard has $m=\pm1$. The Binder ratio is

$$U=1-\frac{\langle m^4\rangle}{3\langle m^2\rangle^2}.$$

On a large disordered lattice, $m$ is a sum of many nearly independent regions and becomes Gaussian. Then $\langle m^4\rangle=3\langle m^2\rangle^2$ and $U\to0$. On a large ordered lattice $m$ is close to $\pm m_0$, so $U\to1-1/3=2/3$.

Near a continuous transition, the scaling assumption is that lattice size enters through its ratio to the correlation length $\xi$. With $t=\ln(z/z_c)$ and $\xi\propto|t|^{-\nu}$,

$$U_L(z)\simeq F(tL^{1/\nu}).$$

At $t=0$ the argument is zero for every $L$, so curves for different sizes cross at $z_c$, apart from corrections that fade with size. The curves for $L=12$ and $24$ cross at

$$z=3.791\pm0.017,\qquad U=0.612\pm0.002 .$$

The errors are one standard deviation. They come from leaving out one replica at a time: if $x_r$ is the crossing without replica $r$, then

$$\sigma^2=\frac{R-1}{R}\sum_{r=1}^{R}(x_r-\bar x)^2 .$$

Coverage needs more care than the crossing. There are two equivalent checkerboards, as there are two magnetic directions in the Ising model, which suggests its exponent $\nu=1$. Scaling in two dimensions then gives

$$\frac{\ln Z}{L^2}=f_0(t)+L^{-2}\Phi(tL),$$

where $f_0$ is smooth at $t=0$. The Ising case has a further term proportional to $t^2\ln L$, omitted here because its first derivative vanishes at $t=0$. Since $Z=\sum z^N$, differentiating with respect to $\ln z$ brings down $N$, so $\theta=\partial(\ln Z/L^2)/\partial t$. At $t=0$,

$$\theta_L=f_0'(0)+\frac{\Phi'(0)}{L}=\theta_c+\frac{c}{L}.$$

Exact sums for periodic squares, made as described below, give $L(\theta_L-\theta_c)=0.078$ at both $L=8$ and $L=12$, in support of this form. The unknown $c$ cancels in

$$2\theta_{24}-\theta_{12}
=2\theta_c+\frac{2c}{24}-\theta_c-\frac{c}{12}=\theta_c .$$

The sampled coverages at the crossing are 0.3709 for $L=24$ and 0.3741 for $L=12$. Before rounding, they combine to $0.3676\pm0.0007$. Without this step the $L=24$ coverage would be about 0.003 too high.

## A second road without random numbers

Return to the ring of four sites. Let $T$ act between neighbouring sites, with half of each molecule's weight assigned to each of its two bonds:

$$T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&0\end{pmatrix}.$$

The zero forbids two neighbours. The eigenvalues satisfy $\lambda_0+\lambda_1=1$ and $\lambda_0\lambda_1=-z$. Hence $\lambda_0^2+\lambda_1^2=1+2z$, and

$$\mathrm{Tr}\,T^4=(\lambda_0^2+\lambda_1^2)^2-2\lambda_0^2\lambda_1^2
=(1+2z)^2-2z^2=1+4z+2z^2,$$

as counted before. Since the product $-z$ is negative, one eigenvalue is negative. Its powers alternate in sign, and so do the correlations of occupation along a long ring.

For the square lattice, replace a site by a whole periodic row of width $L$. If rows $s$ and $s'$ contain $n$ and $n'$ molecules, set $T(s,s')=z^{(n+n')/2}$ when they fit together and zero otherwise. For $M$ rows closed into a torus, $Z=\sum_i\lambda_i^M$. When $M\to\infty$ the largest eigenvalue $\lambda_0$ dominates. With its normalized eigenvector $v_0$,

$$\theta=\frac1L\frac{d\ln\lambda_0}{d\ln z}
=\frac1L\sum_s v_0(s)^2n(s).$$

The second equality follows from $dT/d\ln z=(nT+Tn)/2$, with $n$ read as a diagonal matrix. Its expectation value in $v_0$ is $\lambda_0\langle n\rangle$, and for a symmetric matrix this equals $d\lambda_0/d\ln z$.

Let $\lambda_1$ now be the most negative eigenvalue. Checkerboard correlations over $r$ rows vary as $(\lambda_1/\lambda_0)^r=(-1)^re^{-r/\xi}$, so

$$\frac1\xi=\ln\frac{\lambda_0}{|\lambda_1|}.$$

At criticality $L/\xi$ should not depend on $L$. Equating it for neighbouring even widths gives activities 3.8166, 3.8057, 3.8013 and 3.7993, the last from widths 12 and 14. If the remaining shift is assumed to fall as the inverse cube of the mean width, the last two pairs give

$$z_c=\frac{13^3(3.79929)-11^3(3.80133)}{13^3-11^3}=3.796 .$$

The preceding two pairs give the same result to these digits, which supports the assumed power without proving it. At this activity, strips of width 10, 12 and 14 all have $\theta=0.3677$. The critical Ising model on a periodic strip has $L/\xi=\pi/4$; width 14 gives 0.999 of that value, which supports the Ising class. The exponent $\nu$ can be tested more directly: the slope of $L/\xi$ against $\ln z$ should grow as $L^{1/\nu}$, and widths 14 and 16 give $1/\nu=0.997$. The sampled crossing and coverage agree with these results within their errors.

## Both sides, and a filling that looks alike

At low activity, count states on $n_s$ sites up to two molecules. The second molecule cannot use the first one's site or its four neighbours, so

$$Z=1+n_sz+\tfrac12n_s(n_s-5)z^2+\cdots,\qquad
\ln Z=n_sz-\tfrac52n_sz^2+\cdots .$$

Thus $\theta=z-5z^2+\cdots$, against $z-z^2+\cdots$ for Langmuir adsorption. At high activity, suppose that one sublattice is empty. The other then fills independently, giving $\theta=P/2$ and $|m|=P$. For $z=7$ these are 0.4375 and 0.875. The $L=24$ simulation gives 0.434 and 0.860, the difference being due to states with molecules on the minority sublattice. At $z=1$ the same lattice has $\langle|m|\rangle=0.065$, a finite-size remainder of a disordered state.

Coverage alone does not reveal order. Let molecules land at random on free sites and never leave. On $100\times100$ sites, filling stops at $\theta=0.3640\pm0.0006$, only 1% below the equilibrium ordering coverage, yet $\langle|m|\rangle=0.021$. A measured coverage near 0.37 is therefore no evidence of a checkerboard.

## From activity to pressure

Consider TiCl$_4$ held as a whole molecule on hydroxylated silica, before it loses HCl. Let $E$ be its effective adsorption energy, and let its position vibrate classically with rms amplitude $s$ along each axis. The Gaussian integral $\int e^{-x^2/2s^2}dx=\sqrt{2\pi}\,s$, taken three times, gives the free volume $v=(2\pi)^{3/2}s^3$. With thermal wavelength $\Lambda$ and gas pressure $p$, the ideal gas has $e^{\mu/kT}=p\Lambda^3/kT$, and an adsorbed molecule has partition function $(v/\Lambda^3)e^{E/kT}$. Internal motion and rotation are taken to be the same in both places and cancel. The activity is the product:

$$z=\frac{pv}{kT}e^{E/kT}.$$

Take $T=400$ K, so $kT=34.47$ meV, with $E=0.70$ eV and $s=0.020$ nm. Then $v=1.26\times10^{-4}$ nm$^3$ and $kT/v=4.38\times10^{10}$ Pa. Therefore

$$p_c=3.796\,(4.38\times10^{10}\ \mathrm{Pa})\,e^{-0.70/0.03447}
=252\ \mathrm{Pa}=1.89\ \mathrm{Torr}.$$

With $E$ and the spring constants fixed, ordering moves to 0.67 Torr at 380 K and 4.85 Torr at 420 K. For site spacing $a=0.46$ nm, the density at ordering is $0.3677/a^2=1.74$ nm$^{-2}$; a full checkerboard has 2.36 nm$^{-2}$.

These inputs are rough. The spacing corresponds to nearly five hydroxyl groups per nm$^2$, a reasonable scale for well-hydroxylated silica. The energy was chosen to bring the pressure into the Torr range and may be high for unreacted TiCl$_4$; lowering it by 0.10 eV raises $p_c$ by $e^{0.10/0.03447}\approx18$. A close-packed estimate from a liquid density of 1.7 g/cm$^3$ gives a diameter of 0.640 nm. This exceeds $a$ but is only 2% below the diagonal distance, 0.651 nm. The density is a room-temperature value; the liquid is less dense at 400 K, and for any density below 1.62 g/cm$^3$ the same estimate exceeds the diagonal, so it does not establish that diagonal sites stay open. A slightly larger molecule would block diagonal sites too, and would need a different model. Real silica is also amorphous. With one eighth of the sites missing at random, at fixed $z=13/3$ and $L=24$, $\langle|m|\rangle$ drops from 0.72 to 0.23, from either an ordered or an empty start. The example therefore illustrates the conversion from activity to pressure for molecules that do not attract one another; it does not predict a sharp transition on silica.

Other omissions can be sized at the same temperature:

- **Attraction.** A diagonal attraction of 10 meV lowers the crossing for widths 6 and 8 from 3.82 to 1.45, and the pressure in the same ratio, 0.38. Each molecule in a full checkerboard has four diagonal neighbours, so removing it costs an extra 40 meV, more than $kT$. Real TiCl$_4$ molecules almost in contact probably attract more strongly: a heat of vaporization near 0.4 eV, shared among about six pairs per molecule, suggests 60 to 70 meV per pair. On strips of width 6 to 10 the steepest rise in coverage lies near $z=0.032$ for 60 meV and near $z=0.022$ for 67 meV, more than a hundred times lower, and sharpens rapidly with width. Sharpening alone does not prove a jump in coverage. Strips up to width 16 place the change from continuous ordering to a jump near 57 meV at this temperature, so 60 to 70 meV would give a jump in this model, but the estimate is too rough to decide between them for the real molecule.
- **Finite repulsion.** Replacing strict exclusion by 0.20 eV raises the same crossing by 1.3%.
- **Rotation.** If adsorption confines rotation to 0.20 rad rms about three axes, the pressure rises 52-fold at fixed $E$. An extra 0.136 eV of binding would compensate.
- **Quantum vibration.** The quantum is 4.4 meV, and the classical partition function is wrong by only 0.2%.

Equilibrium also needs time. In equilibrium a site with empty neighbours obeys $P k_{\rm des}=(1-P)k_{\rm ads}$, so $k_{\rm des}=k_{\rm ads}/z$. If every molecule of mass $M_{\rm mol}$ that strikes such a site sticks,

$$k_{\rm ads}=\frac{p a^2}{\sqrt{2\pi M_{\rm mol}kT}},\qquad
\tau_{\rm des}=\frac{z}{k_{\rm ads}}=7.4\ \mu\mathrm{s}$$

at $p_c$. An assumed reaction barrier of 0.90 eV with attempt rate $10^{13}$ s$^{-1}$ gives a reaction time of 22 ms, about 2900 desorption times. Without attraction, local exchange can then equilibrate before reaction, but large domains may not. With 60 meV per diagonal pair, a molecule with four diagonal neighbours would stay about a thousand times longer, near 8 ms (17 ms for 67 meV), and even local equilibrium would be doubtful. Over longer exposures the reaction fixes molecules in place, and the equilibrium model no longer applies. The numerical output below lists most of the values used here.

## Computed results

```
TRANSFER MATRIX
crossing activity, widths 6 and 8: 3.81659
crossing activity, widths 8 and 10: 3.80565
crossing activity, widths 10 and 12: 3.80133
crossing activity, widths 12 and 14: 3.79929
extrapolated z_c: 3.79616 (previous pair 3.79609)
coverage at z_c, widths 10, 12, 14: 0.36772 0.36773 0.36773
(L/xi)/(pi/4) at z_c, width 14: 0.99873
L*(torus coverage - theta_c), L = 8, 12: 0.0784 0.0782
MONTE CARLO
run activity: 3.78505; fill probability 0.791016
4x4 permitted states: 743
4x4 coverage: exact 0.38720, Monte Carlo 0.38717 +- 0.00035
4x4 <m^2>: exact 0.61100, Monte Carlo 0.61079 +- 0.00121
4x4 U: exact 0.60947, Monte Carlo 0.60930 +- 0.00044
12x12 coverage: exact 0.37384, Monte Carlo 0.37391 +- 0.00015
Binder crossing activity, L = 12 and 24: 3.7910 +- 0.0174
coverage there, L = 12: 0.3741 +- 0.0007
coverage there, L = 24: 0.3709 +- 0.0007
U there: 0.6121 +- 0.0017
coverage extrapolated in 1/L: 0.3676 +- 0.0007
z = 1.0000: L=24 coverage 0.2265, strip 0.2266, <|m|> 0.0652
z = 4.3333: L=24 coverage 0.3907, strip 0.3862, <|m|> 0.7206
z = 7.0000: L=24 coverage 0.4340, strip 0.4332, <|m|> 0.8602
irreversible filling, L=100: coverage 0.3640 +- 0.0006, <|m|> 0.0212
EXAMPLE (rough typical inputs)
site spacing 0.46 nm, diagonal 0.651 nm, diameter 0.640 nm
liquid density 1.7 g/cm3, molecular mass 189.67 u
T 400 K, kT 34.47 meV, energy 0.70 eV, rms amplitude 0.020 nm
free volume: 1.2600e-04 nm^3
ordering pressure: 1.891 Torr = 252.1 Pa
ordering pressure at 380 K, 420 K: 0.666 4.853 Torr
molecules at ordering: 1.738 nm^-2; full checkerboard 2.363 nm^-2
pressure for z = 13/3: 2.158 Torr
NEGLECTED EFFECTS
diagonal attraction 10 meV: z_c (widths 6, 8) 3.8166 -> 1.4471
finite repulsion 0.20 eV: z_c (widths 6, 8) 3.8166 -> 3.8649
1/8 of sites missing, z = 13/3, L=24: <|m|> 0.2308 (ordered start), 0.2311 (empty start)
  coverage of all sites 0.3315, 0.3316
rotation frozen to 0.20 rad rms: pressure x 52.2, same as 0.136 eV
vibration quantum 4.36 meV; quantum/classical partition function 0.99800
desorption time 7.44 us (sticking 1)
reaction time 21.9 ms (barrier 0.90 eV, attempt rate 1e+13 1/s); ratio 2937
```
